# Screw Symmetry, Band Sticking at A and Unfolding in 2H Crystals

A bulk 2H crystal has two layers in its repeat distance $c$, so a band calculation shows two branches on the line from $\Gamma$ to A for every band that a single layer supplies. Suppose these branches are read as two separate bands. The upper one runs from a maximum at $\Gamma$ down to A, and it seems natural to draw a cosine of period $2\pi/c$ through its values at these two points. In the model used below, that fit makes the out-of-plane mass at the maximum too small by a factor of two. It also makes the band flat at A, where its slope is in fact steepest. And it leaves a film of three layers without a description, because three layers are not a whole number of cells.

The cure is to notice that the two branches are one band, drawn in a zone half as long as it needs. They meet at A and continue into each other. Two symmetries are at work, with different tasks. The screw axis alone joins the branches into one band with the period of a single layer. Time reversal makes that band symmetric, which guarantees a meeting point at A. The sticking is therefore a visible sign of the unfolding, not its cause.

## A chain of layers

Let the layers be normal to $z$, with spacing $d=c/2$. Neighbouring layers are related by the screw operation

$$S:(x,y,z)\to(-x,-y,z+d),$$

a half turn about $z$ followed by a shift of one layer. On wavefunctions it acts as $(\hat S\psi)(x,y,z)=\psi(-x,-y,z-d)$. The electrons are spinless and independent, and their Hamiltonian $H$ commutes with $\hat S$.

Take in-plane wavevector zero, and one non-degenerate orbital state $|0\rangle$ of one layer, extended over that layer. Define the states of the other layers by the screw itself:

$$|j\rangle=\hat S^{\,j}|0\rangle .$$

This choice removes the apparent difference between the two kinds of layer. Since $\hat S$ is unitary and commutes with $H$,

$$\langle j+1|H|j+2\rangle=\langle j|\hat S^\dagger H\hat S|j+1\rangle=\langle j|H|j+1\rangle\equiv t .$$

All nearest-layer hoppings are equal, and by the same argument all layers have the same energy $E_0$. The model keeps these two numbers, takes the $|j\rangle$ as orthonormal, and drops hopping to more distant layers.

Form the state

$$|q\rangle=\sum_j e^{iqjd}|j\rangle .$$

The screw shifts $j$ by one, so

$$\hat S|q\rangle=\sum_j e^{iqjd}|j+1\rangle=e^{-iqd}|q\rangle .$$

The component of $H|q\rangle$ on layer $j$ collects $E_0e^{iqjd}$ from the layer itself, $t\,e^{iq(j+1)d}$ from the layer above and $t^*e^{iq(j-1)d}$ from the layer below. Division by $e^{iqjd}$ gives

$$E(q)=E_0+t\,e^{iqd}+t^*e^{-iqd}.$$

Time reversal $T$ is complex conjugation for spinless electrons. If it is a symmetry, the non-degenerate state $|0\rangle$ can be chosen real. The operator $\hat S$ only moves the argument of a function, so every $|j\rangle$ is real too, and so is $t$. Then

$$E(q)=E_0+2t\cos qd .$$

This is one band with period $2\pi/d=4\pi/c$. Nothing in it recalls that the crystal repeats only after two layers.

## The same band in the bulk zone

The usual wavevector $k_z$ is defined by the translation $c$, and fixes only the phase $e^{ik_zc}$. Both $q=k_z$ and $q=k_z+2\pi/c$ give that phase. Since $(2\pi/c)d=\pi$, the second choice reverses the cosine, and the two branches at $k_z$ are

$$E_\pm(k_z)=E_0\pm 2t\cos k_zd .$$

At A, $k_z=\pi/c$, so $k_zd=\pi/2$ and both energies equal $E_0$. The branches cross with slopes of opposite sign and magnitude $2|t|d$.

The faulty fit can now be traced. Measured from $E_0$, the upper branch falls from $2|t|$ at $\Gamma$ to zero at A. A cosine of period $2\pi/c$ through these values is $|t|+|t|\cos k_zc$, whose curvature at $\Gamma$ has magnitude $|t|c^2=4|t|d^2$. The true branch, $2|t|\cos k_zd$ near $\Gamma$, has $2|t|d^2$. Twice the curvature means half the mass.

There is also a wave picture of the missing gap. A gap at a zone face comes from waves reflected in step by successive cells. At A, a wave reflected from the next layer travels $2d$ further and gains the phase $2k_zd=\pi$. At zero in-plane wavevector the half turn does not alter the reflection strength, so the contributions of neighbouring layers cancel. In-step reflection first occurs at $q=\pi/d$, the edge of the one-layer zone.

## Beyond one orbital

The single orbital made the result visible, but the result does not depend on it. Applying the screw twice gives a translation by $c$:

$$(\hat S^2\psi)(x,y,z)=\psi(x,y,z-c)=e^{-ik_zc}\psi(x,y,z)$$

for a Bloch state. On $\Gamma$–A the in-plane wavevector is zero, so $\hat S$ leaves the wavevector unchanged and the states can be chosen as its eigenstates. Their eigenvalues $s$ obey $s^2=e^{-ik_zc}$, hence

$$s=\pm e^{-ik_zd}.$$

If $k_z$ grows by $2\pi/c$, the wavevector is physically the same, but $e^{-ik_zd}$ changes sign. The two labels are exchanged:

$$E_+(k_z+2\pi/c)=E_-(k_z).$$

Order the levels within each label by energy, and take the $n$th of each. The two branches are then pieces of one continuous function $E(q)$, defined by $s=e^{-iqd}$, with period $2\pi/d$. Only the screw has been used.

The screw also forces a crossing. Compare the two branches through

$$f(k)=E(k)-E(k-2\pi/c).$$

The period of $E$ is $4\pi/c$, so $E(k+2\pi/c)=E(k-2\pi/c)$, and

$$f(k+2\pi/c)=E(k-2\pi/c)-E(k)=-f(k).$$

A continuous function that changes sign over an interval has a zero in it. The partner branches must therefore meet somewhere on the full line through the zone, from $k_z=-\pi/c$ to $\pi/c$, though not necessarily at A.

Time reversal guarantees a crossing at A, though it does not exclude others elsewhere on the line. It commutes with $\hat S$ but conjugates numbers, so $\hat S\psi=e^{-iqd}\psi$ implies

$$\hat S(T\psi)=T(\hat S\psi)=e^{+iqd}\,T\psi .$$

The state $T\psi$ has the same energy and belongs to $-q$, which makes $E(q)=E(-q)$. At A the two branches have $q=\pi/c$ and $q=3\pi/c$. Subtracting the period $4\pi/c$ turns the second into $-\pi/c$, so their energies are equal.

## Pairing over the whole face

Away from $\Gamma$–A the screw generally changes the in-plane wavevector $\mathbf k_\parallel$ to $-\mathbf k_\parallel$, and its eigenvalue can no longer label a state. The pairing survives, because time reversal undoes that change. Let $\Theta=T\hat S$. The screw takes $(\mathbf k_\parallel,k_z)$ to $(-\mathbf k_\parallel,k_z)$, and time reversal reverses all components, so

$$\Theta:(\mathbf k_\parallel,k_z)\to(\mathbf k_\parallel,-k_z).$$

On the face $k_z=\pi/c$ the values $\pi/c$ and $-\pi/c$ differ by the reciprocal lattice vector $2\pi/c$, so $\Theta$ leaves every wavevector there unchanged. Because $T$ and $\hat S$ commute and $T^2=1$,

$$\Theta^2=T^2\hat S^2=e^{-i\pi}=-1 .$$

For an antiunitary operator, $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$. Put $a=\psi$ and $b=\Theta\psi$:

$$\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle .$$

The left side is $-\langle\Theta\psi|\psi\rangle$, so the overlap is zero. Thus $\psi$ and $\Theta\psi$ are orthogonal states of equal energy.

If the level holds a further state $\chi$ orthogonal to both, its partner is new as well. First, $\langle\Theta\psi|\Theta\chi\rangle=\langle\chi|\psi\rangle=0$. Second, $\langle\Theta\chi|\psi\rangle=\langle\Theta\psi|\Theta^2\chi\rangle=-\langle\Theta\psi|\chi\rangle=0$. States can therefore be removed two at a time, and every level on the face has even degeneracy.

This resembles the pairing of spin-half electrons under time reversal, but the minus sign has another source: a shift by two layers at a wavevector where that shift reverses the wave. With spin–orbit coupling, both $T^2$ and the square of the half turn acquire signs of their own, and the argument has to be made again. The statements here are for spinless bands.

## Taking each symmetry away

First keep the screw and break time reversal. The hopping may then be complex. Write $t=-|t|e^{i\varphi}$, which gives

$$E(q)=E_0-2|t|\cos(qd+\varphi).$$

The period is unchanged, so the unfolding survives. The branches at $k_z$ are $E_0\mp2|t|\cos(k_zd+\varphi)$, and they meet where the cosine vanishes, at $k_zd=\pi/2-\varphi$, up to a multiple of $\pi$ that brings the point into the bulk zone. At A itself they are split by

$$4|t|\,|\cos(\pi/2+\varphi)|=4|t|\,|\sin\varphi| .$$

Breaking time reversal need not split A in a full 2H crystal. There each layer has a mirror plane $z=z_0$. Reflecting, applying $S$ and reflecting again sends $z$ to $2z_0-(2z_0-z+d)=z-d$ and reverses $x$ and $y$, which is the inverse of $S$. With $\hat M$ for the mirror,

$$\hat S\hat M\psi=\hat M\hat S^{-1}\psi=e^{iqd}\hat M\psi .$$

The mirror also takes $q$ to $-q$. If it survives, it keeps the crossing at A without help from $T$. Time reversal is thus sufficient for the sticking at A, given the screw, but not necessary in every 2H crystal. The mirror argument covers A only; at a general point of the face it does not replace time reversal.

Now keep time reversal and break the screw. A full 2H crystal also has a glide plane, a vertical mirror combined with the same shift $d$, which together with time reversal keeps the branches together at A even without the screw. The model here breaks both, because it makes neighbouring layers unequal or their spacings alternate in strength of coupling. Let the layer energies alternate between $E_0+\delta$ and $E_0-\delta$, and the real hoppings between $t_A$ and $t_B$, of equal sign. The two-layer cell has the matrix

$$\begin{pmatrix}E_0+\delta & t_A+t_Be^{-ik_zc}\\ t_A+t_Be^{ik_zc} & E_0-\delta\end{pmatrix}.$$

Its eigenvalues are

$$E=E_0\pm\sqrt{\delta^2+t_A^2+t_B^2+2t_At_B\cos k_zc}.$$

For $\delta=0$ and $t_A=t_B=t$, the root is $\sqrt{2t^2(1+\cos k_zc)}=2|t\cos k_zd|$, and the crossing branches return. Otherwise the cosine is $-1$ at A and leaves the gap

$$\Delta_A=2\sqrt{\delta^2+(t_A-t_B)^2}.$$

With $\delta=10$ meV, $t_A=-0.315$ eV and $t_B=-0.285$ eV, the hopping difference has magnitude 30 meV, and $\Delta_A=2\sqrt{10^2+30^2}\approx63$ meV. The band then really has split in two. One-layer unfolding remains a useful approximation at energies many times $\Delta_A$ away from the crossing, but it fails near A.

## What a film samples

A film of $N$ layers has no translation along $z$, yet it inherits the layer energies and hoppings of the crystal if its surfaces do not alter them. With amplitudes $a_j$ on the layers,

$$E_0a_j+t(a_{j-1}+a_{j+1})=Ea_j,\qquad a_0=a_{N+1}=0 .$$

Try $a_j=\sin j\theta$. Since $\sin(j-1)\theta+\sin(j+1)\theta=2\cos\theta\sin j\theta$, the equation holds with $E=E_0+2t\cos\theta$. The upper end condition requires $\sin(N+1)\theta=0$, so

$$E_p=E_0+2t\cos\frac{p\pi}{N+1},\qquad p=1,\dots,N .$$

These are points of the unfolded band at $qd=p\pi/(N+1)$. Odd and even $N$ need no separate treatment. For odd $N$ the middle level has $qd=\pi/2$ and lies at the energy of A.

The phase $\varphi$ of the previous section does not appear in such a film. Putting $a_j=e^{-ij\varphi}b_j$ removes it from every nearest-layer hopping and leaves the equation for real $t$. In this model the film levels therefore cannot reveal a displaced bulk crossing.

For the valence band at $\Gamma$ in a channel of a semiconducting 2H dichalcogenide, take the rough round values $d=0.62$ nm and $t=-0.30$ eV. The negative sign means that neighbouring layer states with equal signs are bonding. The top of the band is then antibonding and lies at $q=\pi/d=5.07$ nm$^{-1}$, which the bulk zone folds back to $\Gamma$. The bulk energies relative to $E_0$ are $\pm0.60$ eV at $\Gamma$ and zero, twice, at A. The hole mass along $z$ follows from the curvature $2|t|d^2$:

$$m_z=\frac{\hbar^2}{2|t|d^2}=0.33\,m_e .$$

The top level of a film is $0.60\cos[\pi/(N+1)]$ eV above $E_0$:

| Layers | Top level (eV) |
|---|---|
| 1 | 0.00 |
| 2 | 0.30 |
| 3 | 0.42 |
| 4 | 0.49 |
| 6 | 0.54 |
| 8 | 0.56 |

For thick films, $\cos x\approx1-x^2/2$ puts the top below the bulk edge by

$$\frac{|t|\pi^2}{(N+1)^2}=\frac{\hbar^2\pi^2}{2m_z[(N+1)d]^2}.$$

This is the energy of a particle in a box of width $(N+1)d$, with the mass taken from the unfolded band.

The six-layer film has levels at $\pm0.541$, $\pm0.374$ and $\pm0.134$ eV. All six lie on one cosine, and the upper two are about 0.17 eV apart. That is more than six times the thermal energy of 26 meV at 300 K, so at low hole density the top subband holds most of the holes at $\Gamma$.

## Where a real channel departs from the model

Holes may also sit in the K valley. If its edge is held at a rough 0.10 eV above $E_0$ for every thickness, K is higher by 0.10 eV in one layer, and $\Gamma$ is higher by 0.20 eV in two. A move of the valence maximum from K to $\Gamma$ with added layers is the behaviour known for molybdenum disulfide. Whether it happens, and at which layer number, depends on $t$ and on the height of the K edge above $E_0$. Both differ between materials and can shift with surroundings and strain.

Several omissions can be sized for six layers by changing the layer Hamiltonian and diagonalizing it again. Hopping $t_2$ to the second layer adds $2t_2\cos2qd$ to the bulk band. This is the same for $q$ and $q+2\pi/c$, so it moves both branches together and leaves A unsplit. With $t_2=20$ meV the film top rises by 27 meV. The mass is more sensitive: in the bulk, the relative change is $t_2/|t|\approx7\%$ for the top energy measured from $E_0$, but $4t_2/|t|\approx27\%$ for the curvature. The value of $m_z$ is therefore a model number: the 20 meV is only an illustration, a $t_2$ of opposite sign would make the holes heavier instead of lighter, and a real material can depart by more than this.

Raising both outer layers by 50 meV moves the top by only 6 meV, since its amplitude there is small. If the spacing expands by $10^{-5}$ per kelvin over 300 K, and $t$ decays with a length of 0.05 nm, the top falls by 20 meV. A spin–orbit coupling of 0.10 eV to states 1.5 eV away gives a second-order energy of about $0.10^2/1.5$ eV, or 7 meV.

The gate needs more care, because it makes the layers unequal. For hole density $p$ and relative permittivity $\varepsilon_r=6$, an unscreened estimate of the field is $F=ep/(\varepsilon_0\varepsilon_r)$, with an energy step $eFd$ per layer. The holes screen this field inside a real film, so the estimate is an upper bound, and at high density a poor one. Shifts of the top level are measured here from the mean layer energy.

At $p=10^{12}$ cm$^{-2}$ the unscreened field is 0.30 MV/cm and the step is 19 meV. Acting on every layer alike, this field would raise the top of the six-layer film by 3 meV. With screening included in the way described below, the top instead falls by about 2 meV. Either shift is small beside the subband spacing, so the ideal levels are a good starting point. At $10^{13}$ cm$^{-2}$ the unscreened field is 3.0 MV/cm and the step is 187 meV. Applied unchanged to every layer, it would give a drop of 0.93 eV across the film and raise the top by 216 meV, more than the original subband spacing.

Screening alters this picture strongly. Let each layer's holes reduce the field beyond them, and solve for the levels and the potential together, with a rough in-plane mass of $0.8\,m_e$ at 300 K and all holes at $\Gamma$. The drop is then only about 0.27 eV, and the top rises by about 8 meV. The states change more than this small shift suggests: about four fifths of the holes sit in the three layers nearest the gate. At such densities the levels should be found from the layer Hamiltonian with the self-consistent potential included. The unfolded band still supplies the hopping for that calculation, but its evenly spaced values of $q$ no longer describe the states exactly.
